**Ground-state height in a tapered hard-wall fin**

The program finds the mean height ⟨z⟩ of the ground state in a fin 40 nm tall that narrows from w₀ = 6 nm to 4 nm, with isotropic mass 0.19 m₀. The derived estimate is ⟨z⟩ ≈ (2/3)a l[1 − (8/15)aε], where l = [w₀³/(2π²s)]^(1/3), s = 0.05 is the taper, ε = 3ls/(2w₀), and −a is the first zero of the Airy function. It gives 8.51 nm, against 8.574 nm from the full adiabatic equation and 8.573 nm from diagonalising the two-dimensional trapezoid. The program asserts the Airy moments, the curvature coefficient at weak taper, the Bessel solution, and the independence of the centre from an isotropic mass. It also asserts that the two adiabatic energies bracket the two-dimensional one, and that the adiabatic centres for unequal masses agree with two-dimensional results. With rough silicon masses the lowest valley pair is centred at 13.6 nm, and the low-density mean height at 300 K is 17.0 nm. The output also gives the shifts due to finite side barriers and to a small vertical field.

## Verification by program

```python
# Result under test: in a hard-wall fin whose width w(z) = w0 - s*z shrinks upwards,
# the adiabatic ground state sits near the wide base, with mean height
#   <z> ~ (2/3) a l [1 - (8/15) a eps],  l = (w0^3 / (2 pi^2 s))^(1/3),  eps = 3 l s/(2 w0),
# for equal masses; a = 2.338 is minus the first zero of the Airy function Ai.
# z: height above base (nm); x: position across the width; energies in eV inside the code.
# mass_w, mass_z: effective masses across the width and along the height (units of m0).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, jv

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
HEIGHT, W_BASE, W_TOP, MASS = 40.0, 6.0, 4.0, 0.19
TAPER = (W_BASE - W_TOP) / HEIGHT


def width(z, taper=TAPER):
    return W_BASE - taper * z


def confinement(z, mass_w=MASS, taper=TAPER, n=1):
    return KIN / mass_w * (n * np.pi / width(z, taper))**2


def basis(t, size):
    """Polynomials vanishing at t = -1 and 1, and their derivatives."""
    p = leg.legval(t, np.eye(size))
    dp = leg.legval(t, leg.legder(np.eye(size)))
    return (1 - t**2) * p, -2 * t * p + (1 - t**2) * dp


def vertical(potential, height=HEIGHT, mass_z=MASS, size=50):
    """All levels and mean heights of the 1D problem; ground-state coefficients."""
    t, wt = leg.leggauss(2 * size + 20)
    z = (t + 1) * height / 2
    b, db = basis(t, size)
    ham = KIN / mass_z * (2 / height)**2 * (db * wt) @ db.T
    ham += (b * wt * potential(z)) @ b.T
    levels, vecs = eigh(ham, (b * wt) @ b.T)
    prob = (vecs.T @ b)**2 * wt
    return levels, prob @ z, vecs[:, 0]


def fin_2d(mass_w, mass_z, nz=28, nv=6):
    """Ground energy and mean height of the full trapezoid, x = w(z) v/2."""
    t, wt = leg.leggauss(64)
    v, wv = leg.leggauss(28)
    z = (t + 1) * HEIGHT / 2
    g, dg = basis(t, nz)
    dg = dg * 2 / HEIGHT
    f, df = (array[::2] for array in basis(v, 2 * nv))

    def product(a, b):
        return np.einsum('ia,jb->ijab', a, b).reshape(nz * nv, -1)

    w = width(z)
    psi = product(g, f)
    psi_x = product(g * 2 / w, df)
    psi_z = product(dg, f) + product(g * TAPER / w, v * df)
    weight = np.outer(wt * w, wv).ravel()
    ham = KIN / mass_w * (psi_x * weight) @ psi_x.T
    ham += KIN / mass_z * (psi_z * weight) @ psi_z.T
    levels, vecs = eigh(ham, (psi * weight) @ psi.T)
    prob = (vecs[:, 0] @ psi)**2 * weight
    return levels[0], prob @ np.repeat(z, len(v)) / prob.sum()


# Airy estimate and its moments, checked by quadrature
a = -ai_zeros(1)[0][0]


def airy_moment(power):
    return quad(lambda q: q**power * airy(q - a)[0]**2, 0, 16)[0]


norm = airy_moment(0)
assert abs(airy_moment(1) / norm - 2 * a / 3) < 1e-6
assert abs(airy_moment(2) / norm - 8 * a**2 / 15) < 1e-6


def airy_length(taper, mass_ratio=1.0):
    return (mass_ratio * W_BASE**3 / (2 * np.pi**2 * taper))**(1 / 3)


length = airy_length(TAPER)
eps = 1.5 * length * TAPER / W_BASE
z_airy = 2 * a * length / 3
z_curved = z_airy * (1 - 8 * a * eps / 15)

# Full adiabatic problem
levels, centres, ground = vertical(confinement)
z_adia = centres[0]
assert abs(z_curved - z_adia) < 0.2
assert round(z_adia) == 9

# Curvature coefficient from a far weaker taper in a tall fin
weak = TAPER / 100
weak_l = airy_length(weak)
weak_eps = 1.5 * weak_l * weak / W_BASE
weak_z = vertical(lambda z: confinement(z, taper=weak), height=12 * weak_l)[1][0]
coefficient = (1 - weak_z / (2 * a * weak_l / 3)) / weak_eps
assert abs(coefficient / (8 * a / 15) - 1) < 0.02   # remainder is of order weak_eps

# Bessel solution of the inverse-square potential (top wall absent)
apex = W_BASE / TAPER
order = np.sqrt((np.pi / TAPER)**2 + 0.25)
zero = brentq(lambda q: jv(order, q), order + 1.5 * order**(1/3), order + 2.5 * order**(1/3))
r = np.linspace(apex / 2, apex, 20001)
bessel_density = r * jv(order, zero * r / apex)**2
z_bessel = apex - (r @ bessel_density) / bessel_density.sum()
e_bessel = KIN / MASS * (zero / apex)**2
assert abs(z_bessel - z_adia) < 0.005 and abs(e_bessel - levels[0]) < 1e-6

# Two-dimensional check and energy bounds
e_2d, z_2d = fin_2d(MASS, MASS)


def with_diagonal(z):
    return confinement(z) + KIN / MASS * (TAPER / width(z))**2 * (0.25 + np.pi**2 / 12)


e_upper = vertical(with_diagonal)[0][0]
assert levels[0] < e_2d < e_upper + 1e-9
assert abs(e_upper - e_2d) < 0.2 * (e_upper - levels[0])
assert abs(z_2d - z_adia) < 0.02

# Mass independence and the straight fin
z_double = vertical(lambda z: confinement(z, 2 * MASS), mass_z=2 * MASS)[1][0]
assert abs(z_double - z_adia) < 1e-5
z_straight = vertical(lambda z: confinement(z, taper=0.0))[1][0]
assert abs(z_straight - HEIGHT / 2) < 1e-5

# Density shape on a fine grid
t_fine = np.linspace(-1, 1, 8001)
z_fine = (t_fine + 1) * HEIGHT / 2
density = (ground @ basis(t_fine, len(ground))[0])**2
density /= density.sum()
z_peak = z_fine[density.argmax()]
spread = np.sqrt(density @ (z_fine - z_adia)**2)
lower_half = density[z_fine < HEIGHT / 2].sum()

# Silicon valleys, rough masses: (across width, along height, along channel)
HEAVY = 0.92
valleys = {'channel': (MASS, MASS, HEAVY), 'width': (HEAVY, MASS, MASS),
           'height': (MASS, HEAVY, MASS)}
TEMP = 300.0
kt = const.k * TEMP / const.e
valley_ground, thermal = {}, {}
for name, (m_w, m_z, m_c) in valleys.items():
    total = moment = 0.0
    for n in range(1, 6):
        e, c, _ = vertical(lambda z: confinement(z, m_w, n=n), mass_z=m_z, size=60)
        if n == 1:
            valley_ground[name] = (e[0], c[0])
        boltz = np.sqrt(m_c) * np.exp(-e / kt)
        total += boltz.sum()
        moment += boltz @ c
    thermal[name] = (total, moment)
for name in ('width', 'height'):
    e_check, z_check = fin_2d(*valleys[name][:2])
    assert abs(z_check - valley_ground[name][1]) < 0.1
    assert abs(e_check - valley_ground[name][0]) < 2e-4
assert valley_ground['width'][0] < valley_ground['channel'][0]
z_thermal = thermal['channel'][1] / thermal['channel'][0]
all_weight = sum(v[0] for v in thermal.values())
z_thermal_all = sum(v[1] for v in thermal.values()) / all_weight
share_width = thermal['width'][0] / all_weight

# Finite side barriers, rough oxide values; base and top stay hard
BARRIER, MASS_B = 3.0, 0.5


def finite_well(w):
    def mismatch(e):
        k = np.sqrt(MASS * e / KIN)
        kappa = np.sqrt(MASS_B * (BARRIER - e) / KIN)
        return k * MASS_B * np.sin(k * w / 2) - kappa * MASS * np.cos(k * w / 2)
    return brentq(mismatch, 1e-9, KIN / MASS * (np.pi / w)**2)


leak = MASS_B / MASS / np.sqrt(MASS_B * BARRIER / KIN)
e_soft = finite_well(W_BASE)
assert abs(KIN / MASS * (np.pi / (W_BASE + 2 * leak))**2 / e_soft - 1) < 0.02
z_soft = vertical(lambda z: np.array([finite_well(w) for w in width(z)]))[1][0]

# Vertical field that cancels the taper slope at the base
step = 1e-3
slope = (confinement(step) - confinement(-step)) / (2 * step)
assert abs(slope / (2 * confinement(0.0) * TAPER / W_BASE) - 1) < 1e-6
z_field = vertical(lambda z: confinement(z) - slope * z)[1][0]

print(f"fin height {HEIGHT:.0f} nm, base width {W_BASE:.0f} nm, top width {W_TOP:.0f} nm")
print(f"mass {MASS:.2f} m0, taper s = {TAPER:.3f}, apex distance L = {apex:.0f} nm")
print(f"hbar^2/(2 m) = {KIN / MASS * 1e3:.2f} meV nm^2")
print(f"confinement energy at base = {confinement(0.0) * 1e3:.2f} meV")
print(f"confinement energy at top = {confinement(HEIGHT) * 1e3:.2f} meV")
print(f"slope at base = {slope * 1e3:.4f} meV/nm")
print(f"Airy number a = {a:.4f}, Airy length l = {length:.3f} nm")
print(f"curvature parameter eps = {eps:.4f}")
print(f"centre, linear potential = {z_airy:.2f} nm")
print(f"centre, with first curvature correction = {z_curved:.2f} nm")
print(f"curvature coefficient, weak taper = {coefficient:.4f}, formula = {8*a/15:.4f}")
print(f"Bessel order nu = {order:.3f}, first zero kL = {zero:.3f}")
print(f"centre, Bessel solution = {z_bessel:.3f} nm")
print(f"centre, full adiabatic = {z_adia:.3f} nm")
print(f"centre, two-dimensional = {z_2d:.3f} nm")
print(f"centre, straight fin = {z_straight:.2f} nm")
print(f"density peak = {z_peak:.2f} nm, rms spread = {spread:.2f} nm")
print(f"probability in lower half = {lower_half:.4f}")
print(f"energy, adiabatic lower bound = {levels[0] * 1e3:.4f} meV")
print(f"energy, two-dimensional = {e_2d * 1e3:.4f} meV")
print(f"energy, adiabatic upper bound = {e_upper * 1e3:.4f} meV")
print(f"gap to second vertical level = {(levels[1] - levels[0]) * 1e3:.2f} meV")
print("Neglected effects, rough silicon values:")
print(f"heavy mass = {HEAVY:.2f} m0, temperature = {TEMP:.0f} K, kT = {kt * 1e3:.2f} meV")
for name, (e, c) in valley_ground.items():
    print(f"valley, long axis along {name}: energy {e * 1e3:.2f} meV, centre {c:.2f} nm")
print(f"thermal centre, isotropic valley = {z_thermal:.2f} nm")
print(f"thermal centre, all valleys = {z_thermal_all:.2f} nm")
print(f"thermal share of valley along width = {share_width:.3f}")
print(f"barrier = {BARRIER:.1f} eV, barrier mass = {MASS_B:.1f} m0")
print(f"penetration length per side = {leak:.3f} nm")
print(f"base confinement energy, finite barrier = {e_soft * 1e3:.2f} meV")
print(f"centre, finite side barriers = {z_soft:.2f} nm")
print(f"field cancelling the base slope = {slope * 10:.5f} MV/cm")
print(f"centre with that field = {z_field:.2f} nm")
print("OK")
```

Printed output:

```
fin height 40 nm, base width 6 nm, top width 4 nm
mass 0.19 m0, taper s = 0.050, apex distance L = 120 nm
hbar^2/(2 m) = 200.53 meV nm^2
confinement energy at base = 54.98 meV
confinement energy at top = 123.69 meV
slope at base = 0.9163 meV/nm
Airy number a = 2.3381, Airy length l = 6.026 nm
curvature parameter eps = 0.0753
centre, linear potential = 9.39 nm
centre, with first curvature correction = 8.51 nm
curvature coefficient, weak taper = 1.2426, formula = 1.2470
Bessel order nu = 62.834, first zero kL = 70.471
centre, Bessel solution = 8.574 nm
centre, full adiabatic = 8.574 nm
centre, two-dimensional = 8.573 nm
centre, straight fin = 20.00 nm
density peak = 7.37 nm, rms spread = 3.76 nm
probability in lower half = 0.9949
energy, adiabatic lower bound = 69.1561 meV
energy, two-dimensional = 69.1731 meV
energy, adiabatic upper bound = 69.1735 meV
gap to second vertical level = 12.39 meV
Neglected effects, rough silicon values:
heavy mass = 0.92 m0, temperature = 300 K, kT = 25.85 meV
valley, long axis along channel: energy 69.16 meV, centre 8.57 nm
valley, long axis along width: energy 16.65 meV, centre 13.60 nm
valley, long axis along height: energy 63.04 meV, centre 5.26 nm
thermal centre, isotropic valley = 14.34 nm
thermal centre, all valleys = 16.97 nm
thermal share of valley along width = 0.722
barrier = 3.0 eV, barrier mass = 0.5 m0
penetration length per side = 0.419 nm
base confinement energy, finite barrier = 42.37 meV
centre, finite side barriers = 9.76 nm
field cancelling the base slope = 0.00916 MV/cm
centre with that field = 12.06 nm
OK
```
